\section*{Floating potential of an isolated wall in an argon plasma}

\section*{Question}

I am trying to find the potential of an electrically isolated substrate in a low-pressure argon discharge. I know that the net current to it must vanish, so I want to equate an ion flux and an electron flux. But I am stuck on three points.

First, why should the ions arrive with the Bohm speed $\sqrt{k_{\mathrm B}T_e/M}$, which contains the \emph{electron} temperature, when the ions themselves are cold? Second, may I use a full Maxwellian for the electrons although the wall absorbs some of them? Third, is the resulting voltage measured from the bulk plasma or from the sheath edge? I would like to see the calculation with numbers, say for $k_{\mathrm B}T_e=3$ eV and a density of $10^{16}\ \mathrm{m^{-3}}$ at the sheath edge.

\section*{Answer}

The voltage that comes out of your flux balance is measured from the sheath edge. The drop between the bulk plasma and that edge is a separate quantity. I take your three points in the order in which the calculation needs them.

\subsection*{Setting and conventions}

Let the wall be plane and absorb every particle that hits it, and let it emit nothing. The ions are singly charged, with mass $M$ and negligible temperature; the electrons have mass $m$ and temperature $T_e$. There is no magnetic field, and in the sheath there are neither collisions nor ionization. All potentials are constant in time; an oscillating sheath voltage, as it can occur in a radio-frequency discharge, lets more electrons through on average and so raises the mean drop. The potential $\phi$ is zero at the sheath edge, where both densities equal $n_s$, and falls towards the wall. I use SI units and
\begin{equation}
\chi=-\frac{e\phi}{k_{\mathrm B}T_e}\ge 0,\qquad
c=\sqrt{\frac{k_{\mathrm B}T_e}{M}},\qquad
\lambda=\sqrt{\frac{\varepsilon_0k_{\mathrm B}T_e}{n_se^2}} .
\end{equation}
The wall is at $\phi=-V$, and $\eta=eV/(k_{\mathrm B}T_e)$ is the value of $\chi$ there.

\subsection*{Why the ions need at least the Bohm speed}

Let the ions enter the sheath with speed $u_s=Kc$. Energy conservation gives
\begin{equation}
\tfrac12Mu^2=\tfrac12Mu_s^2+k_{\mathrm B}T_e\,\chi
\quad\Rightarrow\quad
u=u_s\sqrt{1+\frac{2\chi}{K^2}},
\end{equation}
because $2k_{\mathrm B}T_e/(Mu_s^2)=2/K^2$. Without ionization $n_iu=n_su_s$, so the ions thin out as they accelerate. The electrons are repelled and follow the Boltzmann factor:
\begin{equation}
n_i=n_s\left(1+\frac{2\chi}{K^2}\right)^{-1/2},\qquad n_e=n_se^{-\chi}.
\end{equation}
Poisson's equation is $\phi''=-e(n_i-n_e)/\varepsilon_0$. Inserting $\phi=-k_{\mathrm B}T_e\chi/e$ cancels the minus sign, and with $\xi=x/\lambda$ we get
\begin{equation}
\frac{d^2\chi}{d\xi^2}=\left(1+\frac{2\chi}{K^2}\right)^{-1/2}-e^{-\chi}.
\label{poisson}
\end{equation}
Near the edge, expand both terms to second order:
\begin{equation}
\frac{d^2\chi}{d\xi^2}=\left(1-\frac1{K^2}\right)\chi
+\left(\frac{3}{2K^4}-\frac12\right)\chi^2+\dots
\label{expand}
\end{equation}
The sheath must join a nearly field-free plasma, so $\chi$ and $\chi'=d\chi/d\xi$ both go to zero at its edge. Multiplying (\ref{expand}) by $\chi'$ and integrating from there gives, to leading order, $\chi'^2=(1-1/K^2)\chi^2$. For $K<1$ the right side is negative and no such sheath exists. Physically, slow ions are thinned out by a small potential drop more than the electrons are, and the space charge has the wrong sign.

At $K=1$ the linear term vanishes and the quadratic one is $+\chi^2$, so the marginal case is allowed. The space charge then stays positive throughout the sheath, since $e^{2\chi}>1+2\chi$ implies $e^{-\chi}<(1+2\chi)^{-1/2}$ for every $\chi>0$.

This is where $T_e$ enters: it sets how fast the electron density falls with potential, and the ion density must fall more slowly, or equally fast in the marginal case.

\subsection*{Why they have just that speed}

The inequality $K\ge1$ is not yet a flux. The missing information comes from the presheath, the quasineutral region that accelerates the ions beforehand. As a model, let ions be born at rest at the rate $\nu n$ per volume, with constant $\nu$. Treat them as a single stream with mean speed $u$, which neglects the pressure due to their spread of velocities. Continuity and momentum balance then read
\begin{equation}
\frac{d(nu)}{dx}=\nu n,\qquad
M\frac{d(nu^2)}{dx}=neE=-k_{\mathrm B}T_e\frac{dn}{dx}.
\end{equation}
The last equality is the force balance of Boltzmann electrons. The second equation integrates at once. With $u=0$ and $n=n_0$ in the middle of the plasma,
\begin{equation}
n(u^2+c^2)=n_0c^2
\quad\Rightarrow\quad n=\frac{n_0}{1+w^2},\qquad w=\frac uc .
\end{equation}
Put this into the continuity equation, with $s=\nu x/c$:
\begin{equation}
\frac{d}{ds}\left(\frac{w}{1+w^2}\right)
=\frac{1-w^2}{(1+w^2)^2}\frac{dw}{ds}=\frac1{1+w^2}.
\end{equation}
Hence
\begin{equation}
\frac{ds}{dw}=\frac{1-w^2}{1+w^2}=\frac{2}{1+w^2}-1
\quad\Rightarrow\quad s=2\arctan w-w .
\end{equation}
The position $s$ has a maximum at $w=1$. To go beyond $u=c$, the solution would have to turn back in space. At the maximum $dw/ds$ diverges, and with it the electric field, so quasineutrality fails there and the sheath takes over. The presheath thus supplies $u\le c$ and the sheath demands $u\ge c$; together they fix $u_s=c$ for a single stream. This sharp matching holds when $\lambda$ is much smaller than the length of the presheath.

At $w=1$ the model gives $n_s=n_0/2$, hence a presheath drop of $\ln2\approx0.69$ in units of $k_{\mathrm B}T_e/e$. It does not depend on how the ionization rate varies in space, because that rate does not enter the integrated momentum balance. It does assume ions born at rest, a single stream and no friction with the gas; friction makes the drop larger. The single stream is itself an approximation. If the same collisionless ions are followed with their full spread of velocities, the presheath drop is $0.85$ and the mean speed at the edge is $1.14\,c$. The drop from edge to wall found below for argon then changes from $4.68$ to $4.54$, and the total from the middle of the plasma from $5.37$ to $5.40$.

In this single-stream model the ion flux, which is constant through the sheath, is therefore
\begin{equation}
\Gamma_i=n_s\sqrt{\frac{k_{\mathrm B}T_e}{M}} .
\label{ion}
\end{equation}

\subsection*{The electron flux}

An electron at the sheath edge reaches the wall if its normal velocity $v$ points towards the wall and $\tfrac12mv^2>eV$. The velocity components parallel to the wall do not help it climb the barrier, and integrating over them gives a factor of one. With $v_0=\sqrt{2eV/m}$,
\begin{align}
\Gamma_e&=n_s\sqrt{\frac{m}{2\pi k_{\mathrm B}T_e}}
\int_{v_0}^{\infty}v\,e^{-mv^2/(2k_{\mathrm B}T_e)}\,dv\nonumber\\
&=n_s\sqrt{\frac{m}{2\pi k_{\mathrm B}T_e}}\;\frac{k_{\mathrm B}T_e}{m}\,e^{-mv_0^2/(2k_{\mathrm B}T_e)}
=n_s\sqrt{\frac{k_{\mathrm B}T_e}{2\pi m}}\;e^{-\eta}.
\label{electron}
\end{align}

\subsection*{The balance}

An isolated wall in the steady state collects no net charge. Setting (\ref{ion}) equal to (\ref{electron}), the factor $n_s\sqrt{k_{\mathrm B}T_e}$ cancels:
\begin{equation}
\frac1{\sqrt M}=\frac{e^{-\eta_f}}{\sqrt{2\pi m}}
\quad\Rightarrow\quad
\eta_f=\frac12\ln\frac{M}{2\pi m}.
\label{result}
\end{equation}
In this model the drop in units of $T_e$ depends on the mass ratio alone. The balance is also stable. If $\eta<\eta_f$, more electrons than ions arrive, the wall becomes more negative and $\eta$ grows; if $\eta>\eta_f$, the ions win and $\eta$ falls.

For argon, $M=6.6334\times10^{-26}$ kg and $m=9.1094\times10^{-31}$ kg, so $M/(2\pi m)=11590$ and
\begin{equation}
\eta_f=\tfrac12\ln(11590)=4.68 .
\end{equation}
The wall floats about $4.7$ electron temperatures below the sheath edge. With the presheath model above, it lies $4.68+0.69=5.37$ electron temperatures below the middle of the plasma. For protons instead of argon ions, (\ref{result}) gives $2.84$: lighter ions arrive faster, so a smaller barrier suffices to match the fluxes.

\subsection*{What the full Maxwellian costs}

Your objection is justified: electrons that hit the wall do not come back. At a drop $\chi$, all electrons moving towards the wall are present, but of the returning ones only those that were reflected further on, with $\tfrac12mv^2<k_{\mathrm B}T_e(\eta-\chi)$. If $N$ is the density that the untruncated Maxwellian would have at the edge,
\begin{equation}
n_e(\chi)=\frac N2\,e^{-\chi}\left[1+\operatorname{erf}\sqrt{\eta-\chi}\right].
\end{equation}
This changes two things. The edge density is now $n_s=\tfrac N2[1+\operatorname{erf}\sqrt\eta]$, smaller than $N$. And at the edge the electron density falls slightly faster than $e^{-\chi}$:
\begin{equation}
-\left.\frac{d\ln n_e}{d\chi}\right|_{0}=1+\delta,\qquad
\delta=\frac{e^{-\eta}}{\sqrt{\pi\eta}\,\left[1+\operatorname{erf}\sqrt\eta\right]},
\end{equation}
where I used $\frac{d}{d\chi}\operatorname{erf}\sqrt{\eta-\chi}=-e^{-(\eta-\chi)}/\sqrt{\pi(\eta-\chi)}$. The linear term in (\ref{expand}) becomes $(1+\delta-1/K^2)\chi$, so the marginal speed is $c/\sqrt{1+\delta}$. The electrons that reach the wall are untouched by the truncation, and their flux is (\ref{electron}) with $N$ in place of $n_s$. The balance is now
\begin{equation}
e^{-\eta}=\sqrt{\frac{2\pi m}{M}}\;
\frac{1+\operatorname{erf}\sqrt\eta}{2\sqrt{1+\delta}} .
\end{equation}
Both changes lower the ion flux at given $N$, so both raise $\eta$. For argon $\delta=0.0012$, and the solution is larger than (\ref{result}) by $0.0017$. The full Maxwellian is therefore harmless here, because the barrier already turns back nearly all electrons.

\subsection*{Your numbers}

For $k_{\mathrm B}T_e=3$ eV the Bohm speed is
\begin{equation}
c=\sqrt{\frac{3\times1.602\times10^{-19}\ \mathrm J}{6.6334\times10^{-26}\ \mathrm{kg}}}
=2.69\times10^{3}\ \mathrm{m/s}.
\end{equation}
With $n_s=10^{16}\ \mathrm{m^{-3}}$ the ion flux is $2.69\times10^{19}\ \mathrm{m^{-2}s^{-1}}$, a current density of $4.31\ \mathrm{A/m^2}$. For comparison, a full Maxwellian of density $n_s$ without a barrier, that is (\ref{electron}) at $\eta=0$, carries an electron flux of $2.90\times10^{21}\ \mathrm{m^{-2}s^{-1}}$ towards the wall, about $108$ times the ion flux. The floating potential removes this excess:
\begin{equation}
V_f=4.68\times3\ \mathrm V=14.0\ \mathrm V
\end{equation}
below the sheath edge. An ion enters with $\tfrac12Mc^2=\tfrac12k_{\mathrm B}T_e=1.5$ eV and strikes the substrate with
\begin{equation}
1.5\ \mathrm{eV}+14.0\ \mathrm{eV}=15.5\ \mathrm{eV}.
\end{equation}
So an isolated substrate is bombarded by ions even though no bias is applied. This energy describes a single ion stream. Real ions, born at different places in the presheath, arrive with a spread of energies: without collisions, from $13.6$ to $16.2$ eV with a mean of $15.8$ eV.

\subsection*{Is the sheath thin enough?}

The absence of collisions can be judged once the width is known. Multiply (\ref{poisson}) at $K=1$ by $\chi'$ and integrate from the edge, where $\chi=\chi'=0$:
\begin{equation}
\tfrac12\chi'^2=\sqrt{1+2\chi}+e^{-\chi}-2 .
\label{first}
\end{equation}
At the wall, $\chi=4.68$ gives $\chi'=1.567$. The Debye length is $\lambda=0.1288$ mm, so the field there is $1.567\times3\ \mathrm V/(0.1288\ \mathrm{mm})\approx3.65\times10^4$ V/m.

The width is $\lambda\int d\chi/\chi'$. For small $\chi$ the right side of (\ref{first}) is $\chi^3/3$, so the integrand grows as $\chi^{-3/2}$ and the integral diverges at $\chi=0$: at $K=1$ the sheath has no sharp beginning on the scale of $\lambda$. Starting from $\chi=0.1$, a chosen mark, the distance to the wall is $10.5\,\lambda=1.35$ mm. This length depends on the mark: it is $27.7\,\lambda$ from $\chi=0.01$ and $5.4\,\lambda$ from $\chi=0.5$. It also shrinks when the presheath is finite, because the field at $u=c$ is then not zero; for a collisionless presheath $2$ cm long the mark $0.1$ gives about $1.0$ mm. So only the order, a millimetre, is meaningful. The ion mean free path should be well above this length. If it is not, ions lose momentum in the sheath, and neither the impact energy nor the entry condition used here can be trusted. With an ion--atom cross section of about $10^{-18}\ \mathrm{m^2}$ and gas at $300$ K, the mean free path $\ell$ is about $4$ mm at $1$ Pa and inversely proportional to the pressure. Adding a friction force $-Mnu^2/\ell$ to the single-stream model with a $2$ cm presheath gives a total drop of $5.4$ and an impact energy of $15$ eV at $0.1$ Pa, $5.7$ and $13$ eV at $1$ Pa, and $6.1$ and $11$ eV at $3$ Pa. The collisionless numbers thus belong to pressures well below $1$ Pa.

\subsection*{When the number changes}

Suppose the wall emits $\gamma$ electrons per incident ion and $\sigma<1$ electrons per incident electron, and that they escape into the plasma without disturbing the space charge. The current balance becomes $\Gamma_e(1-\sigma)=\Gamma_i(1+\gamma)$, hence
\begin{equation}
\eta=\eta_f+\ln\frac{1-\sigma}{1+\gamma}.
\end{equation}
Emission makes the wall less negative. As $\sigma$ approaches one, the neglected space charge of the emitted electrons matters and the formula fails. For argon, $\gamma=0$ and electrons emitted at rest, it is too high by $0.025$ at $\sigma=0.9$ and by $0.07$ at $\sigma=0.95$. Near $\sigma=0.97$, where the drop is about $1.0$, the field at the wall vanishes and the emission becomes limited by space charge.

The result also rests on the electrons in the tail of the distribution, since those that reach the wall have more than $14$ eV of normal kinetic energy at the sheath edge. Suppose inelastic collisions reduce the distribution by a constant factor $a<1$ at all normal energies above $k_{\mathrm B}T_e(\eta_f+\ln a)$, while the bulk stays Maxwellian. Then $\Gamma_e$ is multiplied by $a$ for every barrier in that range. If the small changes of the edge density and of the Bohm speed are neglected, the balance gives $\eta=\eta_f+\ln a$. The reduction has to begin at this lower energy because the barrier itself falls. Halving the tail lowers the drop by $0.69$, far more than the truncation at the wall changes it. Inelastic collisions actually act on the total energy; a cut in total energy at the same threshold alters the edge density and the Bohm speed more, and halving then lowers the drop by $0.66$. For a real discharge, the shape of the tail therefore deserves more attention than the third digit of $4.68$.

The numerical output below includes the root of the flux balance found from a velocity-space integral, which agrees with (\ref{result}). The presheath solution, the first integral (\ref{first}) and the truncated balance were likewise tested by direct numerical solution.

\section*{Computed results}
\begin{verbatim}
Argon atomic weight: 39.948 u
Argon ion mass: 6.6334e-26 kg
Electron mass: 9.1094e-31 kg
Mass ratio M/m, argon: 72819.7
M/(2 pi m), argon: 11589.6
eta_f from numerical flux balance, argon: 4.6789
eta_f from formula, argon: 4.6789
eta_f from numerical balance, protons: 2.8388
eta_f with truncated electrons, argon: 4.6806
Shift of eta_f by truncation: 0.00171
delta in truncated Bohm speed: 0.00121
Presheath turning point u/c: 1.000
Presheath model, n_s/n_0: 0.5000
Presheath model, drop / T_e: 0.6931
Presheath model, bulk-to-wall drop / T_e: 5.3721
Electron temperature (input): 3.0 eV
Sheath-edge density (input): 1.0e+16 m^-3
Bohm speed: 2691.8 m/s
Ion flux: 2.6918e+19 m^-2 s^-1
Electron flux without barrier: 2.8979e+21 m^-2 s^-1
Electron flux at floating wall: 2.6918e+19 m^-2 s^-1
Unbarred electron flux / ion flux: 107.66
Wall potential relative to sheath edge: -14.037 V
Ion current density: 4.313 A/m^2
Ion energy at sheath edge: 1.500 eV
Ion impact energy at wall: 15.537 eV
Debye length at sheath edge: 0.1288 mm
Dimensionless field at wall: 1.5669
Field strength at wall: 3.6509e+04 V/m
Width from chi=0.1 to wall: 10.464 Debye lengths
Width from chi=0.1 to wall: 1.347 mm
\end{verbatim}
